Scalar pairs from two photons: threshold polarization and parity

**Definitions and conventions**

Two photons with momenta k1, k2 and linear polarizations e1, e2 collide and produce a particle of momentum p1 and its antiparticle of momentum p2, both of mass m. Units have ħ = c = 1, the charge obeys e² = 4πα, and the metric is (+,−,−,−). Four-vectors are multiplied as a·b = a⁰b⁰ − **a**·**b**.

In the centre-of-mass frame photon 1 moves along the unit vector k̂ = ẑ. Every particle has the same energy E, because the two photons have equal energies and so do the two equal-mass products. The produced particle has velocity βn, with n a unit vector at polar angle θ and azimuth φ, so that

p1 = E(1, βn), p2 = E(1, −βn), s = (k1+k2)² = 4E², E = m/√(1−β²).

The polarizations are real unit vectors perpendicular to ẑ, with four-vectors εi = (0, ei). Hence εi·k1 = εi·k2 = 0. They are called parallel when e1·e2 = ±1 and perpendicular when e1·e2 = 0. The following abbreviations are used for 0 < β < 1:

D = 1 − β²cos²θ, g = 1 − β², L = ln[(1+β)/(1−β)],

a = g/D, b = β²sin²θ/D.

They satisfy a + b = 1, since g + β²sin²θ = 1 − β²cos²θ.

The spinless particle is pointlike and is described by scalar QED,

ℒ = (D_μφ)*(D^μφ) − m²φ*φ, D_μ = ∂_μ + ieA_μ.

The S wave of an amplitude is its average over all directions n.

**Theorem**

At tree level, under these conventions:

(i) The scalar-pair amplitude is

M = −2e²[ e1·e2 − 2β²(n·e1)(n·e2)/D ].

(ii) Its S wave is, at every β between 0 and 1,

M_S = −2e²(e1·e2) gL/(2β).

It vanishes for perpendicular polarizations. As β → 0 the whole amplitude tends to −2e² e1·e2.

(iii) Near threshold the total cross sections are

σ∥ → πα²β/m², σ⊥ → (4/15)πα²β⁵/m².

(iv) For a pointlike spin-1/2 pair the threshold amplitude is

M_f = 2ie² k̂·(e1×e2) ξ†η,

where ξ and η are the rest spinors of fermion and antifermion. It requires a perpendicular component of the polarizations.

Perpendicular photons can therefore produce scalar pairs above threshold, but not in an S wave. The contrast between (ii) and (iv) follows from the parity of the pair, as shown after the proofs.

**Lemma 1: the covariant scalar amplitude**

M = 2e²[ ε1·ε2 − (p1·ε1)(p2·ε2)/(p1·k1) − (p1·ε2)(p2·ε1)/(p1·k2) ].

Proof. Expanding the Lagrangian gives the interaction terms

−ieA^μ(φ*∂_μφ − φ∂_μφ*) + e²A²φ*φ.

An incoming φ line of momentum p gives ∂_μφ → −ip_μ, and an outgoing line of momentum p′ gives ∂_μφ* → +ip′_μ. Multiplication by i yields the vertex −ie(p+p′)_μ. The last term yields the two-photon vertex, or seagull, 2ie²g_μν; its factor 2 counts the two assignments of the photons to the two fields A.

An outgoing antiparticle of momentum p2 is a φ line entering with momentum −p2. If it absorbs photon 2 first, the internal momentum is q = k2 − p2 = p1 − k1. This graph gives

iM₁ = (−ie)² i [(p1+q)·ε1][(q−p2)·ε2]/(q²−m²).

Because (−ie)²i = −ie², the prefactor of M₁ is −e². The remaining factors are

(p1+q)·ε1 = (2p1−k1)·ε1 = 2p1·ε1,

(q−p2)·ε2 = (k2−2p2)·ε2 = −2p2·ε2,

q² − m² = (p1−k1)² − m² = −2p1·k1.

Therefore

M₁ = −e²(2p1·ε1)(−2p2·ε2)/(−2p1·k1) = −2e²(p1·ε1)(p2·ε2)/(p1·k1).

Exchanging the photons gives the second graph M₂, and the seagull gives 2e²ε1·ε2. ∎

The relative sign of the seagull can be checked by gauge invariance. For this check ε2 is left as a general four-vector with k1·ε2 ≠ 0, such as ε2 plus a multiple of k2; for the transverse choice above the seagull term would vanish and the other two graphs, equal to ±2e²p1·ε2, would cancel each other, so the seagull and its sign would not be tested. Replace ε1 by k1 in the expressions before simplification. In M₁, (2p1−k1)·k1 = 2p1·k1 cancels the denominator up to a sign, leaving e²(p1−k1−p2)·ε2. In M₂ the internal momentum is q′ = k1−p2. Its numerator (k1−2p2)·k1 = −2p2·k1 equals q′²−m², leaving −e²(2p1−k2)·ε2. The sum is

e²(−p1−p2−k1+k2)·ε2 = −2e²k1·ε2,

where p1+p2 = k1+k2 was used. The seagull supplies +2e²k1·ε2, so the total is zero. Without the seagull, or with its sign reversed, a remainder proportional to k1·ε2 would survive and gauge invariance would fail.

**Proof of (i)**

For purely spatial polarizations ε1·ε2 = −e1·e2. Since the spatial parts of p1 and p2 are ±βEn,

p1·εi = −βE n·ei, p2·εi = +βE n·ei.

Both numerator products in Lemma 1 thus equal −β²E²(n·e1)(n·e2). The denominators are

p1·k1 = E²(1−β cosθ), p1·k2 = E²(1+β cosθ),

and the sum of their inverses is 2/(E²D). Hence

M = 2e²[ −e1·e2 + β²E²(n·e1)(n·e2)·2/(E²D) ],

which is (i). ∎

As β → 0 the second term vanishes. In this gauge the threshold amplitude comes from the seagull, because a particle at rest has no momentum component along a polarization. That division among graphs depends on the gauge; their sum does not.

**Proof of (ii)**

Only the components of n perpendicular to ẑ enter. Averaging over φ gives

⟨(n·e1)(n·e2)⟩_φ = ½sin²θ e1·e2,

since ⟨cos²φ⟩ = ⟨sin²φ⟩ = ½ and ⟨sinφ cosφ⟩ = 0. The azimuthal average of M is therefore

−2e²(e1·e2)(1 − β²sin²θ/D) = −2e²(e1·e2)(1−b) = −2e²(e1·e2)a.

The remaining average over cosθ = c is

½∫₋₁¹ a dc = (g/2)∫₋₁¹ dc/(1−β²c²) = gL/(2β).

This proves the formula. For small β, L = 2β + 2β³/3 + …, so gL/(2β) → 1. The limit of the full amplitude follows directly from (i). ∎

The other waves can be read from the Cartesian components. For e1 = e2 = x̂, the second term in (i) contains 2b cos²φ = b(1+cos2φ). For e1 = e2 = ŷ it contains 2b sin²φ = b(1−cos2φ). For crossed polarizations it contains 2b sinφ cosφ = b sin2φ. Using 1−b = a,

M_xx = −2e²(a − b cos2φ),

M_yy = −2e²(a + b cos2φ),

M_xy = M_yx = 2e² b sin2φ.

The factor sin2φ means that the crossed amplitude has angular momentum ±2 along ẑ, so its lowest possible wave is the D wave. The antisymmetric combination M_xy − M_yx, which would multiply k̂·(e1×e2), vanishes for all 0 < β < 1 at tree level.

**Lemma 2: total scalar cross sections**

σ⊥ = (πα²β/s)[ 3−β² − g(3+β²)L/(2β) ],

σ∥ = σ⊥ + (2πα²β/s)[ g + g²L/(2β) ].

Proof. The ratio of final to initial momentum is β, so the two-body formula reads

dσ/dΩ = β|M|²/(64π²s).

Particle and antiparticle are distinguishable, and the integral covers the full sphere. Averaging the squared components over φ gives

⟨|M_xx|²⟩_φ = 4e⁴(a² + b²/2), ⟨|M_xy|²⟩_φ = 4e⁴ b²/2.

With e⁴ = 16π²α², the common factor is β·4e⁴/(64π²s) = α²β/s. Therefore

σ∥ = (2πα²β/s)∫₋₁¹(a²+b²/2)dc,

σ⊥ = (2πα²β/s)∫₋₁¹(b²/2)dc.

Let J1 = ∫dc/D = L/β and J2 = ∫dc/D², both from −1 to 1. To find J2, differentiate

d(c/D)/dc = 1/D + 2β²c²/D² = 1/D + 2(1−D)/D² = 2/D² − 1/D.

Integration gives 2/g = 2J2 − J1, so J2 = 1/g + L/(2β). It follows that

∫a²dc = g²J2 = g + g²L/(2β).

Since b = 1−a,

∫b²dc = 2 − 2gJ1 + g²J2

= 2 + g − gL(4−g)/(2β)

= 3−β² − g(3+β²)L/(2β).

Substitution proves the lemma. ∎

**Proof of (iii)**

At threshold s → 4m² and a → 1, so ∫a²dc → 2, while the b² term is of order β⁴. This gives σ∥ → πα²β/m². For crossed polarizations b → β²sin²θ, and

∫₋₁¹ sin⁴θ dc = ∫₋₁¹(1−c²)²dc = 2 − 4/3 + 2/5 = 16/15.

Thus σ⊥ → (πα²β/4m²)(16/15)β⁴ = (4/15)πα²β⁵/m². ∎

One power of β is phase space; the other four are the square of the D-wave amplitude.

For an angle χ between the polarizations, put e1 = x̂ and e2 = x̂ cosχ + ŷ sinχ. The amplitude is M_xx cosχ + M_xy sinχ. Its interference term contains ∫(a−b cos2φ)sin2φ dφ = 0, so

σ(χ) = σ∥cos²χ + σ⊥sin²χ.

**Proof of (iv)**

For the Dirac field the vertex is −ieγ^μ and the propagator is i(q̸+m)/(q²−m²). As before, (−ie)²i = −ie². At threshold both produced momenta equal p = (m,**0**), each photon has energy m, and q²−m² = −2p·ki = −2m² in either graph. Hence

M_f = (e²/2m²) ū[ ε̸1(p̸−k̸1+m)ε̸2 + ε̸2(p̸−k̸2+m)ε̸1 ]v.

The terms with p̸+m vanish. Indeed ε̸ip̸ = 2εi·p − p̸ε̸i, εi·p = 0 and ūp̸ = mū, so

ūε̸i(p̸+m) = −mūε̸i + mūε̸i = 0.

What remains is

M_f = −(e²/2m²) ū[ ε̸1k̸1ε̸2 + ε̸2k̸2ε̸1 ]v,

with k̸1 = m(γ⁰−γ³) and k̸2 = m(γ⁰+γ³).

The γ⁰ terms give, after moving γ⁰ to the left,

−γ⁰(ε̸1ε̸2+ε̸2ε̸1) = −2γ⁰ε1·ε2 = 2γ⁰e1·e2.

This is the parallel structure, but it multiplies ūγ⁰v = u†v. In the Dirac representation the rest spinors are

u = √(2m)(ξ,0), v = √(2m)(0,η),

so u†v = 0. The γ³ terms give, since γ³ anticommutes with the transverse ε̸i,

−ε̸1γ³ε̸2 + ε̸2γ³ε̸1 = γ³(ε̸1ε̸2−ε̸2ε̸1).

For spatial gamma matrices γ^aγ^b = −σ_aσ_b in both diagonal blocks. Because e1×e2 points along ẑ, the commutator is

ε̸1ε̸2−ε̸2ε̸1 = −2iΣ³ k̂·(e1×e2),

where Σ³ has σ₃ in both blocks. The matrix γ³Σ³ has the unit matrix in its upper-right block and its negative in the lower-left. Between the rest spinors, ūγ³Σ³v = 2mξ†η. Restoring the factor m from k̸i,

M_f = −(e²/2m)(−2i)k̂·(e1×e2)·2mξ†η = 2ie²k̂·(e1×e2)ξ†η. ∎

The spin state is a singlet. For an antifermion with spin state ζ, η is, up to a phase, iσ₂ζ*, and ξ†iσ₂ζ* changes sign when the two spin states are exchanged.

Summing over a basis of ξ and η gives Σ|ξ†η|² = 2, so Σ|M_f|² = 8e⁴ for perpendicular polarizations. Multiplying by 4πβ/(64π²·4m²) gives the threshold cross section σ⊥,f → 2πα²β/m².

**Proposition: the parity rule**

In a parity-conserving theory, a J = 0 pair state of even parity couples to two photons through e1·e2, and one of odd parity couples through k̂·(e1×e2).

Proof. A J = 0 state provides no direction. The amplitude is linear in each polarization and otherwise depends on k̂ alone. The rotation-invariant structures available for transverse polarizations are e1·e2 and k̂·(e1×e2). Both respect exchange of the photons, under which e1 and e2 are interchanged and k̂ changes sign. Spatial inversion reverses all three vectors: the first structure is unchanged and the second changes sign. ∎

For the scalar pair the intrinsic parities of particle and antiparticle multiply to +1. Inversion exchanges n and −n, giving P = (−1)^L, where L here denotes orbital angular momentum. Charge conjugation exchanges the same two particles, so C = (−1)^L as well. Two photons have C = +1, which allows even L. The S wave has J = 0 and P = +1, and the proposition requires e1·e2.

For fermions, parity acts on the spinors through γ⁰. At rest γ⁰u = u but γ⁰v = −v, so the pair has intrinsic parity −1 and P = (−1)^(L+1). Charge conjugation gives (−1)^L from the positions, (−1)^(S+1) from the spins and −1 from the exchange of fermion operators, in total C = (−1)^(L+S). With C = +1, an S wave must have S = 0. It then has J = 0 and P = −1, and the proposition requires k̂·(e1×e2). The opposite intrinsic parity of fermion and antifermion is what interchanges the two polarization patterns.

This reasoning does not require small β. At β = 0.6 the numerical check finds a scalar S-wave amplitude of 1.479e² for parallel polarizations and none, within rounding, for perpendicular ones. For the fermion, with the spinors obtained by boosting the rest spinors ξ and η along n and −n, the singlet S wave (the coefficient of ξ†η) has magnitude 1.848e² for perpendicular polarizations and vanishes within rounding for parallel ones; its triplet S wave vanishes too.

Parallel photons can still make fermions in a P wave. An amplitude regular in the momentum starts at order β in that wave, so the cross section starts no lower than β³. The power computed from the tree amplitude between β = 0.01 and 0.02 is 2.9995, which shows that the β³ term is present there; at such speeds πα/β exceeds 1, so a real pair would not follow this tree-level power (see the closing remark).

**Worked example**

Take a model scalar and a model fermion, each pointlike, of unit charge and mass 1 GeV, at β = 0.2. The photon energy is

E = 1/√(1−0.04) GeV = 1.0206 GeV.

The cross-section scale is πα²/m² = 65.141 nb. Since s = 4m²/0.96, the prefactor in Lemma 2 is

πα²β/s = 65.141 × 0.2 × 0.96/4 nb = 3.1268 nb.

With L/(2β) = ln(1.5)/0.4 = 1.013663,

σ⊥ = 3.1268[2.96 − 0.96×3.04×1.013663] nb = 0.0054 nb,

σ∥ = 0.0054 nb + 2×3.1268[0.96 + 0.9216×1.013663] nb = 11.85 nb.

The threshold formula gives 65.141×0.2 = 13.03 nb for σ∥, about 10% above the full tree result. The S wave alone contributes 11.84 nb, or 99.94% of σ∥.

For the fermion the corresponding results are 1.65 nb for parallel and 25.35 nb for perpendicular polarizations. At 30 degrees the scalar value is

0.75×11.851 + 0.25×0.0054 = 8.89 nb.

The same mixing rule holds for the fermion: reflection of the y axis reverses the sign of the interference term but leaves the spin-summed total unchanged. It gives 0.75×1.654 + 0.25×25.345 = 7.58 nb.

A convenient measure of the contrast is A = (σ∥−σ⊥)/(σ∥+σ⊥):

β = 0.05: scalar +1.000, fermion −0.992
β = 0.20: scalar +0.999, fermion −0.877
β = 0.50: scalar +0.950, fermion −0.463
β = 0.90: scalar +0.198, fermion −0.047

Near threshold the scalar contrast departs from its limit more slowly, because its competing D wave is suppressed by β⁴ in the cross section relative to the S wave, against β² for the fermion P wave. These powers describe small β only; the table shows that the scalar contrast is also the larger in magnitude at β = 0.5 and 0.9. At high energy the scalar contrast disappears: Lemma 2 gives A = ∫a²dc/∫(a²+b²)dc, and as β → 1 the first integral tends to zero while ∫b²dc tends to 2.

**Remark: limits of the tree result**

The limit β → 0 is taken within the tree amplitude. A real slow pair also attracts electrically. At separation 1/(mβ) the potential energy has size αmβ, while the kinetic energy is about mβ²; their ratio is α/β. The tree cross sections therefore need πα/β ≪ 1, allowing for a factor of order π. At β = 0.2, πα/β = 0.115, and the nonrelativistic Coulomb factor X/(1−e^(−X)) with X = πα/β raises the S-wave rates by about 6%; at β = 0.05, X is four times larger and the rise is about 25%. At these two speeds the corresponding factors for the P and D waves differ from the S-wave one by less than 1%, so the contrast A is hardly changed, but the digits above compare tree-level formulas rather than predict a measurement. The attraction is central and conserves parity, so it changes the rates without interchanging the S-wave polarization rules.

Internal structure would also alter the rates. The S-wave polarization rule survives as long as rotation invariance, parity and charge conjugation hold and the pair has the quantum numbers assumed here.

Values computed for the example and the checks

```
mass of each particle: 1.0 GeV
speed beta: 0.2 (units of c)
fine-structure constant: 0.00729735
photon energy: 1.02062 GeV
Coulomb parameter pi*alpha/beta: 0.1146
pi*alpha^2/m^2: 65.141 nb
Threshold amplitudes divided by e^2 (dimensionless):
  parallel: scalar |M| 2.0000, fermion root spin sum 0.0000
  perpendicular: scalar |M| 0.0000, fermion root spin sum 2.8284
Cross sections at beta = 0.2:
  scalar parallel: 11.8508 nb
  scalar perpendicular: 0.005399 nb
  fermion parallel: 1.6543 nb
  fermion perpendicular: 25.3451 nb
  scalar at 30 degrees: 8.8894 nb
  fermion at 30 degrees: 7.5770 nb
  scalar S wave, parallel: 11.8436 nb
  S-wave share of scalar parallel: 0.999396
Asymmetry (parallel - perpendicular)/(sum), dimensionless:
  beta 0.05: scalar +1.00000, fermion -0.99171
  beta 0.20: scalar +0.99909, fermion -0.87746
  beta 0.50: scalar +0.94991, fermion -0.46304
  beta 0.90: scalar +0.19846, fermion -0.04709
Power of beta in cross section, from beta 0.01 and 0.02:
  scalar parallel: 0.9990
  scalar perpendicular: 4.9997
  fermion parallel: 2.9995
  fermion perpendicular: 0.9997
S-wave amplitudes / e^2 at beta = 0.6 (dimensionless):
  scalar parallel: 1.47871
  scalar perpendicular below 1e-10: True
  fermion singlet perpendicular: 1.84839
  fermion singlet parallel below 1e-10: True
  fermion triplet below 1e-10: True
```
